Why X⁻³ extrapolation does not replace diffuse basis functions

**Question**

I want the electron affinity of the silicon atom and the long-range attraction between silicon species. Diffuse functions make my larger calculations slow and awkward, so I would like to use cc-pVTZ and cc-pVQZ and extrapolate with X⁻³. The formula is meant to give the complete-basis limit, and a complete basis contains diffuse functions too. Doesn't the extrapolation therefore account for them?

**Answer**

No. The formula estimates a limit by assuming how the error falls with the cardinal number X (D = 2, T = 3, Q = 4). That assumption comes from the region where two electrons meet. A missing outer tail is a different error, and nothing makes it fall as X⁻³. The plain cc sets do become more diffuse as X grows, so part of the tail error may be removed, but how much depends on the property and on the pair of basis sets.

**Where X⁻³ comes from**

Take two electrons of opposite spin in the same hydrogenic 1s orbital, u(r)/r times a constant angular factor, with ∫u²dr = 1. Atomic units are used. Treat the repulsion 1/r₁₂ as a perturbation and expand it in Legendre polynomials P_l(cos θ₁₂). The radial factor of term l is r_<^l/r_>^(l+1), where r_< and r_> are the smaller and larger of r₁ and r₂. With

r₁ = r exp(s/2), r₂ = r exp(−s/2), λ = l + 1/2,

this factor is exp(−λ|s|)/r. For large l it confines the electrons to nearly equal radii, so u(r₁)u(r₂) ≈ u(r)².

In the first-order equation the two kinetic terms give −(1/r²)∂²/∂s² at leading order, and the two centrifugal terms give λ²/r². The nuclear attraction and the orbital energies do not grow with λ and are dropped. Multiplying by r² leaves, for the radial pair function χ,

(−∂²/∂s² + λ²)χ = −r u² exp(−λ|s|).

The solution that decays and has no kink at s = 0 is

χ = −r u² (1 + λ|s|) exp(−λ|s|)/(2λ²).

The second-order energy is the overlap of χ with the perturbation. The angular average of P_l² gives 1/(2l+1) = 1/(2λ), and dr₁dr₂ = r dr ds. Hence

e_l ≈ −[1/(2λ)] [1/(2λ²)] ∫ r u⁴ dr ∫ (1 + λ|s|) exp(−2λ|s|) ds.

The s integral is 2[1/(2λ) + 1/(4λ)] = 3/(2λ), so

e_l ≈ −(3/8) λ⁻⁴ ∫ r u⁴ dr.

For u = 2r exp(−r) the prefactor is 45/256 = 0.1758 hartree. Explicit second-order sums give 0.763 of this law at l = 1 and 0.967 at l = 6, so it is asymptotic and still inaccurate at low l.

If all l > L are missing, the lost energy is proportional to

Σ_(l>L) (l + 1/2)⁻⁴ ≈ ∫_(L+1)^∞ x⁻⁴ dx = 1/[3(L+1)³].

In the silicon sets used here the highest l is L = X, so this sum is approximately proportional to (X + 1)⁻³. Writing A/X³ instead keeps only the leading power at large X, and it also assumes that the radial sets grow in balance with l. Applying it to the whole correlation energy of silicon is a further modelling step, since other kinds of electron pair are not covered by this derivation.

**What the formula does to a tail error**

Let the computed value be

E_X = E_∞ + A/X³ + d_X,

where d_X is the error from missing diffuse functions. For two sets with Y < X, the extrapolated value is

E_ext = (X³E_X − Y³E_Y)/(X³ − Y³).

The two A terms cancel, because X³·A/X³ − Y³·A/Y³ = 0. What remains is

E_ext − E_∞ = (X³d_X − Y³d_Y)/(X³ − Y³).

For the T/Q pair, with q = d_T/d_Q, this is

E_ext − E_∞ = d_Q (64 − 27q)/37.

If the tail error is the same in both sets, q = 1 and it passes through unchanged. It vanishes at q = 64/27 = 2.37. For q between 1 and 2.37 part of it survives, for q below 1 it is enlarged, and for q above 2.37 the result overshoots.

**The electron affinity**

Far from the atom, where the remaining potential is negligible, an orbital of energy ε obeys −u″/2 = εu, so it decays as exp(−κr) with κ = √(2|ε|). The highest occupied Hartree-Fock orbital of Si⁻ has ε ≈ −0.062 hartree. Then κ ≈ 0.35 per bohr, a decay length of about 3 bohr. Describing such a tail with Gaussians requires small exponents. This already matters in Hartree-Fock theory, which has no correlation cusp.

I computed EA = E(Si) − E(Si⁻) with unrestricted Hartree-Fock (UHF) and second-order perturbation theory (MP2), keeping the 1s, 2s and 2p electrons uncorrelated. Each aug set adds one diffuse function for every l present in the cc set.

The Hartree-Fock part is 0.764 eV in cc-pVQZ and 0.850 eV in aug-cc-pVQZ. Removing the g functions and adding two further diffuse shells in each of s, p and d changes the latter by only about 0.00001 eV in total. (I use this more diffuse set below as the tail reference.)

The correlation parts extrapolate to

cc: (64 × 0.5310 − 27 × 0.4823)/37 = 0.567 eV,

aug: (64 × 0.5595 − 27 × 0.5348)/37 = 0.578 eV.

Adding the unextrapolated QZ Hartree-Fock parts gives 1.331 eV for cc and 1.427 eV for aug. Of the 0.096 eV difference, 0.085 eV is the Hartree-Fock part, which extrapolating the correlation energy cannot touch. The correlation gap does shrink, from 0.029 eV at QZ to 0.011 eV. Even so, unextrapolated aug-cc-pVTZ, at 1.390 eV, is closer to the augmented limit than the extrapolated plain series.

Could you extrapolate the Hartree-Fock part with X⁻³ as well? In the plain series,

D/T: (27 × 0.5878 − 8 × 0.4871)/19 = 0.630 eV,

T/Q: (64 × 0.7644 − 27 × 0.5878)/37 = 0.893 eV.

The reference is 0.850 eV at the QZ level (aug-cc-pV5Z lowers it by 0.002 eV, to 0.848 eV). One pair is far too low and the other too high, which is what a wrong error law can do. The T/Q value would bring the total to 1.460 eV, nearer to 1.427 eV than before, but by overcorrecting.

It would be equally wrong to say that affinities depend on tails and not on short-range correlation. Deleting the f functions from aug-cc-pVTZ lowers the affinity by 0.079 eV: the correlation part falls by 0.080 eV, while the Hartree-Fock part rises by 0.001 eV. You need both the diffuse functions and the high angular momenta.

**Dispersion**

For two distant atoms the dipole coupling is (xx′ + yy′ − 2zz′)/R³. Let x_m² be the squared transition dipole of excitation m along one axis, averaged over orientations. The squared coefficients add to 1 + 1 + 4 = 6, so second-order perturbation theory gives an energy −C6/R⁶ with

C6 = 6 Σ_mn x_m² x_n²/(ω_m + ω_n).

The polarizability at imaginary frequency is α(iω) = Σ f_m/(ω_m² + ω²), with f_m = 2ω_m x_m². Substituting x_m² = f_m/(2ω_m) gives

C6 = (3/2) Σ_mn f_m f_n/[ω_m ω_n (ω_m + ω_n)].

Using ∫₀^∞ dω/[(a² + ω²)(b² + ω²)] = π/[2ab(a + b)], this becomes

C6 = (3/π) ∫₀^∞ α_A(iω) α_B(iω) dω.

Electrons on distant atoms do not meet, so this term has no intermolecular cusp. It depends on how easily each outer density is displaced. Correlation within each atom would change α, but it is left out here: the response is coupled UHF.

Si⁻ separates the two basis errors cleanly. Its half-filled 3p shell gives a spherical UHF field, and its occupied orbitals are s and p. A uniform electric field changes l by one, and the induced change of the mean field has the same dipole symmetry. The response therefore needs s, p and d functions, but no f or g functions. Deleting f from aug-cc-pVTZ changes α(Si⁻) by a relative 7 × 10⁻¹³, which is rounding noise, while the correlation energy of Si⁻ rises by 9.4 millihartree (6.4 millihartree for neutral Si, plus the 0.080 eV lost from the correlation part of the affinity). Removing the diffuse functions instead lowers α(Si⁻) from 106 to 38 atomic units.

At fixed distance, extrapolating −C6/R⁶ is the same as extrapolating C6. For Si⁻···Si the plain series gives

(64 × 420.4 − 27 × 294.8)/37 = 512 atomic units,

against 723 in the tail reference. The error is −42% in cc-pVQZ and still −29% after extrapolation. Unextrapolated aug-cc-pVQZ is off by −4%. The shortfalls of the plain sets are 428 at TZ and 303 at QZ, so q ≈ 1.4, far from 2.37.

For neutral Si···Si the T/Q pair looks much better: the error falls from −15% to −3%. The shortfalls are 100.0 and 48.1, so q = 2.08, which happens to lie near the cancelling value. The D/T pair shows that this is not a general repair:

(27 × 215.5 − 8 × 133.3)/19 = 250 atomic units,

which is 21% below the reference value of 316.

These coefficients describe separated atoms, not the bond in Si₂. For Si⁻···Si there is also a longer-ranged attraction between the charge and the dipole it induces, −α(Si)/(2R⁴) when averaged over orientations. That term has a tail error too: α(Si) is 32.7 in cc-pVQZ and 38.5 in aug-cc-pVQZ. Neutral Si also has a permanent quadrupole moment, because its 3p shell is not spherical. This adds terms of still longer range than the induction and dispersion terms respectively, R⁻³ for Si⁻···Si and R⁻⁵ for Si···Si. Their sign depends on the orientation of the open shell, and to first order they average to zero over all orientations. They are not treated here.

**What to do**

Add the diffuse functions first. Then take the Hartree-Fock part from the largest augmented set and extrapolate the correlation energy within the augmented series. For the correlation energy of neutral Si, the D/T and T/Q limits are −0.0609 and −0.0626 hartree, while the raw TZ value is −0.0566 hartree. Here extrapolation does help, although the two limits still differ by 1.7 millihartree, so neither should be taken as converged. The Q/5 pair gives −0.0635 hartree, a further 1.0 millihartree lower, and the raw 5Z value of −0.0618 hartree already lies below the D/T limit.

Check the two errors separately: increase X at fixed augmentation, and add diffuse shells at fixed X. A well-behaved neutral energy is not a sufficient check. At QZ the diffuse functions change the correlation energy of neutral Si by only 0.3 millihartree, yet they more than double α(Si⁻).

One augmentation may not be enough either. The polarizability of Si⁻ rises from 118 in aug-cc-pVQZ to 136 in the tail reference, where it has converged: a third and a fourth extra shell leave it at 136 and C6 for Si⁻···Si at 723. The affinities also leave out relativity, core correlation and correlation beyond second order, so the augmented limit of 1.427 eV is a basis-set limit estimate for this method, not a prediction of the measured value. Its last digit is uncertain: the Q/5 pair gives 0.580 eV for the correlation part and 1.428 eV in total, and a second diffuse shell raises the QZ correlation part by 0.001 eV. The remaining values are in the numerical output.

Numbers as computed

```
Cusp constant (3/8) int r u^4 dr = 0.17578 hartree
l=1: e_l = -2.6495e-02 hartree, ratio to asymptotic law 0.763
l=2: e_l = -3.9058e-03 hartree, ratio to asymptotic law 0.868
l=4: e_l = -4.0564e-04 hartree, ratio to asymptotic law 0.946
l=6: e_l = -9.5207e-05 hartree, ratio to asymptotic law 0.967
EA in eV; correlation energy of Si in hartree
set         nbf   EA(HF)  EA(corr)  EA(MP2)  Ecorr(Si)
aug-D        27   0.8660   0.4477   1.3137  -0.046534
cc-D         18   0.4871   0.3020   0.7892  -0.044937
aug-T        50   0.8550   0.5348   1.3898  -0.056647
cc-T         34   0.5878   0.4823   1.0701  -0.056076
aug-T no f   36   0.8562   0.4547   1.3109  -0.050201
aug-Q        84   0.8496   0.5595   1.4091  -0.060066
cc-Q         59   0.7644   0.5310   1.2954  -0.059730
reference    84   0.8496  (Hartree-Fock only)
Polarizabilities and C6 in atomic units
set         alpha(Si) alpha(Si-)  C6(Si,Si)  C6(Si-,Si)
aug-D         37.358     89.649     310.79     592.92
cc-D          21.341     26.286     133.27     161.36
aug-T         38.473    105.943     317.33     666.48
cc-T          27.707     38.083     215.54     294.82
aug-T no f    38.320    105.943     315.35     664.28
aug-Q         38.457    117.858     315.64     695.18
cc-Q          32.728     54.439     267.41     420.43
reference     38.444    136.003     315.55     723.03
alpha(Si-) cc-D: finite field 26.286, response 26.286 a.u.
C6(Si-,Si) aug-T by frequency quadrature: 666.48 a.u.
Deleting f from aug-T: relative change of alpha(Si-) 6.8e-13
  Ecorr(Si) rises by 6.446 millihartree; EA falls by 0.0788 eV
T/Q weights: 1.7297 and -0.7297
Tail-gap ratio T/Q needed for cancellation: 2.370
  EA(HF)      gap aug-cc: T 0.2672, Q 0.0852, ratio 3.137
  EA(corr)    gap aug-cc: T 0.0525, Q 0.0285, ratio 1.844
  C6(Si,Si)   gap aug-cc: T 101.7943, Q 48.2264, ratio 2.111
  C6(Si-,Si)  gap aug-cc: T 371.6670, Q 274.7455, ratio 1.353
cc T/Q: EA(corr) 0.5666, EA total 1.3310 eV
  reference minus Q value of EA(HF): 0.08519 eV
aug T/Q: EA(corr) 0.5775, EA total 1.4271 eV
  reference minus Q value of EA(HF): -0.00001 eV
C6(Si,Si): cc T/Q extrapolated 305.27 a.u.
  error vs reference: cc-Q -15.25, cc T/Q -3.26, aug-Q 0.03 percent
C6(Si-,Si): cc T/Q extrapolated 512.10 a.u.
  error vs reference: cc-Q -41.85, cc T/Q -29.17, aug-Q -3.85 percent
Ecorr(Si) aug: D/T limit -0.060905, T/Q limit -0.062560 hartree
```
